# Counting levels of a strip by block LDL pivots without diagonalisation

## The decision that hangs on the count

To place the Fermi energy of a long tight-binding strip, one must know how many levels lie below a trial energy $E$. Dense diagonalisation gives every level, at a cost that grows as the cube of the number of sites. If only the number below $E$ is wanted, one factorisation of $H-E$ suffices. The choice left to the implementer is what to do when a pivot of that factorisation is nearly zero, because a careless answer can give a wrong count at an energy that is no level of the strip.

## Setting and result

The strip has $N$ slices of $W$ orthonormal orbitals. The Hermitian matrix $H$ has diagonal blocks $H_n$ and couples neighbouring slices only, through $V=H_{n,n+1}$, here the same for all $n$. In the examples $V=-t\,\mathbb 1$, the hopping within a slice is also $-t$, and the ends and edges are open. Let $N(E)$ be the number of eigenvalues strictly below $E$, and let $n_-(A)$, $n_0(A)$, $n_+(A)$ be the numbers of negative, zero and positive eigenvalues of a Hermitian matrix $A$. Define the block pivots

$$D_1=H_1-E,\qquad D_{n+1}=H_{n+1}-E-V^\dagger D_n^{-1}V. \tag{1}$$

If $D_1,\dots,D_{N-1}$ are invertible, then

$$N(E)=\sum_{n=1}^{N} n_-(D_n). \tag{2}$$

A "negative pivot" means a negative eigenvalue of some $D_n$; one block can contribute up to $W$ of them.

## Derivation

**Inertia.** The eigenvalues of $H-E$ are those of $H$ lowered by $E$, so $N(E)=n_-(H-E)$. Sylvester's law says that $A$ and $S^\dagger AS$ have the same $n_-,n_0,n_+$ for any invertible $S$.

To prove it, note first that $n_-(A)$ is the largest dimension of a subspace on which $x^\dagger Ax<0$ for every nonzero $x$. The span of the eigenvectors with negative eigenvalue is such a subspace, of dimension $n_-(A)$. Any subspace of larger dimension shares a nonzero vector with the span of the remaining eigenvectors, because the two dimensions add up to more than that of the whole space, and there $x^\dagger Ax\ge0$. Now $y^\dagger(S^\dagger AS)y=(Sy)^\dagger A(Sy)$, so $S$ maps negative subspaces of $S^\dagger AS$ onto negative subspaces of $A$ with unchanged dimension, and $S^{-1}$ maps them back. Hence $n_-$ agrees. The same argument for $-A$ gives $n_+$, and $n_0$ is the remainder.

**One elimination.** Let

$$M=\begin{pmatrix}A&B\\B^\dagger&C\end{pmatrix},\qquad S=\begin{pmatrix}1&-A^{-1}B\\0&1\end{pmatrix}.$$

Multiplying from the right gives

$$MS=\begin{pmatrix}A&0\\B^\dagger&C-B^\dagger A^{-1}B\end{pmatrix},$$

since $-AA^{-1}B+B=0$. Multiplying by $S^\dagger$ from the left subtracts $B^\dagger A^{-1}$ times the first row from the second, so that the lower left block becomes $B^\dagger-B^\dagger A^{-1}A=0$. Therefore

$$S^\dagger MS=\begin{pmatrix}A&0\\0&C-B^\dagger A^{-1}B\end{pmatrix}. \tag{3}$$

Take $A=D_n$ and let $C$ hold all later slices. Then $B=(V,0,\dots,0)$, and the correction touches slice $n+1$ alone, which is recursion (1). After $N-1$ eliminations the matrix is block diagonal with blocks $D_n$, and Sylvester's law gives (2). In factorised form, $H-E=LDL^\dagger$ with $L$ unit lower triangular in blocks.

**Green function.** Inverting (3) gives $M^{-1}=S\,[A^{-1}\oplus(C-B^\dagger A^{-1}B)^{-1}]\,S^\dagger$. The lower row of $S$ is $(0,1)$, so the lower right block of $M^{-1}$ is $(C-B^\dagger A^{-1}B)^{-1}$. Repeating this down the strip, the last diagonal block of $G(E)=(E-H)^{-1}$ is

$$G_{NN}(E)=-D_N^{-1}, \tag{4}$$

the minus sign coming from $E-H=-(H-E)$. Likewise $-D_n^{-1}$ is the end Green function of the strip cut after slice $n$.

## Where small pivots come from

Since $\det S=1$, $\det(H_{1..n}-E)=\prod_{m\le n}\det D_m$, where $H_{1..n}$ is the strip cut after slice $n$. Dividing two successive products,

$$\det D_n=\frac{\det(H_{1..n}-E)}{\det(H_{1..n-1}-E)}. \tag{5}$$

When the denominator is nonzero, $D_n$ is singular if and only if $E$ is a level of the cut strip. The full strip need have no level there: the small pivot belongs to the order of elimination.

Near a nondegenerate level $\lambda$ of the cut strip, whose normalised eigenvector has the part $\psi_n$ on slice $n$, the singular part of $D_n^{-1}$ is $\psi_n\psi_n^\dagger/(\lambda-E)$. The small pivot is therefore, to leading order,

$$\delta\simeq\frac{\lambda-E}{w},\qquad w=\psi_n^\dagger\psi_n\le1. \tag{6}$$

**Chain, $W=1$.** After a pivot $\delta$ comes $D_{n+1}=H_{n+1}-E-t^2/\delta$. For small $|\delta|$ this has the sign opposite to $\delta$, so the pair contributes one negative pivot for either sign. The next pivot, $H_{n+2}-E-t^2/D_{n+1}\simeq H_{n+2}-E+\delta$, is ordinary.

Rounding does no harm either. Relative errors of the quotient $t^2/D_n$ act as relative changes of $t^2$. A relative error of the computed $D_{n+1}$ leaves its sign alone and passes into the next quotient, again as a relative change of $t^2$. Apart from the rounding of $H_n-E$, an on-site change of order machine precision, the count belongs to a chain with minutely altered hopping. An exact zero may be replaced by a tiny number, which is a tiny on-site change, provided $E$ is not itself a level of the chain.

**Strip, $W>1$.** If $u$ is the eigenvector of the small pivot and $V=-t\,\mathbb 1$, the correction contains $t^2uu^\dagger/\delta$. Its matrix elements are stored with errors of order $\epsilon t^2/|\delta|$, where $\epsilon\approx10^{-16}$ in double precision. These errors are not proportional to $uu^\dagger$, so they also enter the other $W-1$ directions, whose ordinary entries are of order $t$. At $|\delta|\sim\epsilon t$ those entries are lost.

One could move $E$ by $s$. By (6) the pivot then has magnitude at least about $s$, and the total error is about $s+\epsilon t^2/s$. Its derivative $1-\epsilon t^2/s^2$ vanishes at $s=\sqrt\epsilon\,t$, where the sum is $2\sqrt\epsilon\,t\approx2\times10^{-8}t$. This is adequate for a plotted curve but loses half the digits.

## The cure: carry the near-null directions

Let the active block $A$ contain slice $n$ in its last $W$ rows and any directions carried from earlier slices above them. Diagonalise $A=U\,\mathrm{diag}(d)\,U^\dagger$. Carried directions do not couple to slice $n+1$, so the coupling of $A$ to it is $(0;V)$, with $V$ in the last $W$ rows. In the eigenbasis this becomes

$$c=U^\dagger\begin{pmatrix}0\\V\end{pmatrix}.$$

Split the eigenvalues into good ones, $|d|>\tau$, and small ones, $|d|\le\tau$. As $A$ is now diagonal, the two sets are coupled only through slice $n+1$. Eliminating the good set by (3) leaves

$$A'=\begin{pmatrix}\mathrm{diag}(d_s)&c_s\\ c_s^\dagger&H_{n+1}-E-c_g^\dagger\,\mathrm{diag}(d_g)^{-1}c_g\end{pmatrix}. \tag{7}$$

The unitary rotation and the elimination are both congruences. The negative $d_g$ are added to the count, and the signs of the carried directions are decided later. In the last block every negative eigenvalue is counted, however small.

```
count(E, tau):
    A = H[1] - E;  negatives = 0
    for n = 1 ... N-1:
        d, U = eigen(A)
        c = adjoint(last W rows of U) * V
        g = {i : |d_i| > tau};  s = the others
        negatives += number of d_g below 0
        K = H[n+1] - E - adjoint(c_g) * diag(1/d_g) * c_g
        A = [[diag(d_s), c_s], [adjoint(c_s), K]]
    d = eigenvalues(A)
    return negatives + number of d below 0, and A
```

Dropping the carried rows from the inverse of the final $A$ gives the end Green function: $G_{NN}=-(A^{-1})_{\text{last }W\text{ rows and columns}}$.

**A case by hand.** Take two slices of three sites at $E=0$, in units of $t$. The first slice has pivots $-1.4142$, $0$ and $1.4142$, so recursion (1) cannot start. We eliminate the outer two, one of them negative, and carry the zero. Because $V=-\mathbb 1$, each transverse mode couples to the same mode of the next slice. The outer modes give

$$-1.4142-\frac{1}{-1.4142}=-0.7071,\qquad 1.4142-\frac1{1.4142}=0.7071.$$

The middle mode gives the block with zero diagonal and off-diagonal elements of magnitude 1, whose eigenvalues are $\pm1$. The last block thus has two negative eigenvalues, and the count is $1+2=3$. Diagonalisation gives $-2.4142$, $-1$ and $-0.4142$ below zero, also three.

## Stability

Since $\|c_g\|\le\|V\|$ and $|d_g|>\tau$, the correction in (7) has norm at most $\|V\|^2/\tau$. Its rounding error is then of order $\epsilon\|V\|^2/\tau$, apart from factors depending on $W$. With $\tau=0.01\,t$ this is about $10^{-14}t$.

Such an error can be traced back to $H$. In (3), adding a matrix $F$ to $C-B^\dagger A^{-1}B$ is the same as adding $F$ to $C$, and undoing a unitary rotation preserves norms. An error made in any active block is therefore equivalent to a Hermitian change of $H$ of equal norm. By Weyl's inequality, a change of norm $\eta$ moves each ordered eigenvalue by at most $\eta$. The count can go wrong only if a level lies within the total equivalent change of $E$.

The effect is visible in the end Green function of a disordered strip with $W=6$, $N=4$. The energy is offset from a level of the first slice, so the offset is the magnitude of the smallest first pivot. The nearest level of the full strip is $0.065\,t$ away. The largest absolute errors of the matrix elements, relative to dense inversion, are:

| offset ($t$) | all pivots inverted ($1/t$) | small pivots carried ($1/t$) |
|---|---|---|
| $10^{-4}$ | $5.5\times10^{-12}$ | $1.0\times10^{-14}$ |
| $10^{-8}$ | $5.5\times10^{-8}$ | $7.3\times10^{-15}$ |
| $10^{-12}$ | $5.8\times10^{-4}$ | $5.8\times10^{-15}$ |

The middle column grows by about $10^4$ for each reduction of the offset by $10^4$, as the estimate $\epsilon t^2/|\delta|$ requires.

For the count itself, a strip with $W=8$, $N=60$ and on-site energies uniform in $[-t,t]$ was examined at the 120 levels of its parts cut after one to five slices. Inverting every pivot, through the eigendecomposition of each block, gave 3 wrong counts; carrying small pivots gave none. The number 3 has no general meaning: it depends on rounding, on the sample and on how the inverse is computed, and a direct matrix inverse can give many more. A disordered chain of 60 sites, examined at the 55 levels of its parts cut after one to ten sites, had no wrong count even with every pivot inverted.

A correct count does not certify the arithmetic. The clean strip with $W=7$, $N=60$ has a singular first block at $E=0$, yet both procedures, as implemented here with eigendecompositions, return the correct 210. When every pivot is inverted, the end Green function of this strip nevertheless can have errors as large as its elements or larger, and forming the inverses by another routine, or merely in another order of operations, can spoil the count as well. (In the numerical output the entry "carried pivots" for this strip is the count obtained by carrying, not a number of directions.)

## When $E$ is a level

If $E$ is an eigenvalue of $H$, no treatment of intermediate pivots removes the singularity. All eliminated pivots are nonzero, so the multiplicity of $E$ equals the number of zero eigenvalues of the last block.

In floating point, suppose $m$ eigenvalues of the last block satisfy $|d|\le\eta$. Setting them to zero is a change of norm at most $\eta$, equivalent to a change of $H$ of the same norm, after which $E$ is an eigenvalue at least $m$ times. By Weyl's inequality, $H$ has at least $m$ levels within $\eta$ of $E$. The converse fails: by (6), a level with little weight $w$ on the last slice can lie very close to $E$ while its pivot is much larger than the distance.

The clean strip has levels $-2t\cos[\pi j/(W+1)]-2t\cos[\pi k/(N+1)]$. For $W=7$, $N=15$ these vanish when $k=16-2j$, which holds for $j=1,\dots,7$. The last block indeed has 7 eigenvalues that are zero to within $10^{-10}t$. There are $(105-7)/2=49$ levels below zero, and $N(E)$ jumps by 7 between $-10^{-9}t$ and $10^{-9}t$. Evaluating the count on both sides of a suspected level is the safer procedure, since it needs no threshold in the last block.

## Cost and uses

Each slice needs an eigendecomposition and products of matrices of size about $W$, so one energy costs of order $NW^3$ operations, against $(NW)^3$ for dense diagonalisation. The ratio is $N^2$, prefactors aside. Only the active block need be kept in memory.

**A single level.** The $m$th level lies below $E$ if and only if $N(E)\ge m$, so bisection finds it. For the disordered $8\times60$ strip, 40 halvings of $[-6t,6t]$ leave an interval of $12t/2^{40}\approx10^{-11}t$. They give level 100 at $-1.846137000\,t$, in agreement with diagonalisation to the digits shown.

**Density of states.** The mean density per site in a window is

$$\bar\rho=\frac{N(E+\Delta)-N(E)}{\Delta\,NW}. \tag{8}$$

No imaginary part has to be added to the energy; the only smoothing is the average over the window. The window must hold many levels if $\bar\rho$ is to represent more than the one finite sample.

## A strip of 8000 sites

Take $W=8$, $N=1000$ and on-site energies uniform in $[-t,t]$. These are round model parameters and describe no particular material.

For comparison, the infinite clean strip has transverse modes $\varepsilon_j=-2t\cos[\pi j/(W+1)]$ and energies $\varepsilon_j-2t\cos k$, with $k$ uniform in $(0,\pi)$. A state lies below $E$ when $\cos k>(\varepsilon_j-E)/2t$, hence

$$\frac{N(E)}{NW}=\frac1{\pi W}\sum_{j=1}^{W}\arccos\frac{\varepsilon_j-E}{2t}, \tag{9}$$

with the argument replaced by $\pm1$ when it lies outside $[-1,1]$.

| $E/t$ | $N(E)$ | per site | clean, per site |
|---|---|---|---|
| $-4$ | 53 | 0.0066 | 0.0000 |
| $-3$ | 684 | 0.0855 | 0.0685 |
| $-1$ | 2542 | 0.3177 | 0.2987 |
| $0$ | 4009 | 0.5011 | 0.5000 |
| $1$ | 5472 | 0.6840 | 0.7013 |
| $3$ | 7326 | 0.9157 | 0.9315 |

Between $-t$ and $0$, equation (8) gives $(4009-2542)/8000=0.1834$ states per $t$ and site. Eliminating from the opposite end, which produces different pivots, gave the same counts at $-3t$, $0$ and $3t$.

Disorder raises the count at the negative energies shown and lowers it at the positive ones: the spectrum is broader. The energies $\pm t$ and $\pm3t$ lie on subband edges $\varepsilon_j\pm2t$ of the clean strip ($\varepsilon_3=-t$, $\varepsilon_6=t$), where its density of states diverges and disorder smears the edge. The differences there are about twice that at $-2t$, which is 0.009 per site. The second moment measures the overall broadening, not the shift of the count at a given energy. The mean of $E^2$ over the levels is $\mathrm{Tr}\,H^2/(NW)$. Hopping contributes $t^2$ per neighbour, on average $2+2\times7/8=3.75$ neighbours in a long strip. The on-site energies add their variance $t^2/3$, with no cross term because hopping has no diagonal elements. The disorder-averaged second moment rises from $3.75\,t^2$ to $4.08\,t^2$.

At $E=0$ the count exceeds half filling by 9 levels, or 0.0011 per site. Reversing the sign of every second orbital, in chequerboard fashion, reverses the hopping. A strip with on-site energies $v$ therefore has the spectrum of the strip with $-v$, reflected about zero. As $v$ and $-v$ are equally probable, the average over disorder is one half. A second sample changed the values per site by up to 0.0015 over the energies computed, so the excess is of the size of the sampling scatter.

## Failure modes and extensions

- **Threshold.** A smaller $\tau$ carries fewer directions but enlarges the error bound as $1/\tau$. It should be scaled with $\|V\|$. At $\tau=0.01\,t$ the long strip carried 151 directions in all, over 11 energies with 999 eliminations each, and the largest active block had size 9. No general bound on that size has been derived here, so it should be monitored.
- **Singular coupling.** If $V$ has null directions, a small pivot may have $c_s=0$. It is then decoupled from the rest, and its sign can be counted at once instead of being carried to the end.
- **Closed ring.** A coupling between slices 1 and $N$ breaks the block-tridiagonal form. For even $N$, pairing slice $n$ with slice $N+1-n$ restores it with $N/2$ slices of width $2W$, at $8/2=4$ times the cost. The coupling between successive pairs is block diagonal with blocks $V$ and $V^\dagger$, the same for all pairs; the closing coupling lies within the first pair, and the coupling between slices $N/2$ and $N/2+1$ lies within the last pair.
- **Overlapping orbitals.** For $H\psi=EO\psi$ with positive definite overlap $O=R^\dagger R$, one has $H-EO=R^\dagger[(R^\dagger)^{-1}HR^{-1}-E]R$. By Sylvester's law the count is $n_-(H-EO)$. If the overlap reaches no further than neighbouring slices, the recursion holds with $H_n-E$ replaced by $H_n-EO_{n,n}$ and $V$ by $V-EO_{n,n+1}$. The error estimates above assume $O=1$ and must be rederived.
- **Complex hopping.** The derivation needs only $H=H^\dagger$, so a magnetic field is allowed. A complex energy is not, because $H-E$ is then no longer Hermitian and has no inertia.

## Computed results

```
TWO SLICES OF THREE SITES, E = 0 (energies in t)
first-slice pivots: [-1.4142  0.      1.4142]
last-block pivots: [-1.     -0.7071  0.7071  1.    ]
all levels: [-2.4142 -1.     -0.4142  0.4142  1.      2.4142]
negative count: 3
CLEAN STRIP 7 x 15, E = 0
levels below zero: 49  zero pivots in last block: 7
jump of N(E) from -1e-9 t to +1e-9 t: 7
CLEAN STRIP 7 x 60, E = 0
level nearest to zero: 0.01191 t in magnitude
count by diagonalisation: 210  carried pivots: 210  plain: 210
DISORDERED STRIP 8 x 60, on-site energies in [-t, t]
level 100 by bisection: -1.846137000 t, steps: 40
same level by diagonalisation: -1.846137000 t
energies at levels of the truncated strip: 120
wrong counts, plain: 3  carried: 0
chain of 60 sites, such energies: 55  wrong plain counts: 0
END GREEN FUNCTION, STRIP 6 x 4 (largest error, 1/t)
E = 0.48260 t + offset; distance to nearest level 0.0654 t
offset 1e-04 t: plain 5.5e-12, carried 1.0e-14
offset 1e-08 t: plain 5.5e-08, carried 7.3e-15
offset 1e-12 t: plain 5.8e-04, carried 5.8e-15
LONG STRIP 8 x 1000, 8000 sites, on-site energies in [-t, t]
E (t) | N(E) | N/sites | clean N/sites | mean DOS from E to E+t (1/t per site)
 -5.0 |     0 | 0.0000 | 0.0000 | 0.0066
 -4.0 |    53 | 0.0066 | 0.0000 | 0.0789
 -3.0 |   684 | 0.0855 | 0.0685 | 0.1020
 -2.0 |  1500 | 0.1875 | 0.1787 | 0.1303
 -1.0 |  2542 | 0.3177 | 0.2987 | 0.1834
  0.0 |  4009 | 0.5011 | 0.5000 | 0.1829
  1.0 |  5472 | 0.6840 | 0.7013 | 0.1286
  2.0 |  6501 | 0.8126 | 0.8213 | 0.1031
  3.0 |  7326 | 0.9157 | 0.9315 | 0.0785
  4.0 |  7954 | 0.9942 | 1.0000 | 0.0057
N at E = 5.0 t: 8000
largest change of N/sites in a second sample: 0.0015
directions carried, all energies together: 151
pivot threshold tau: 0.01 t
largest active block: 9  slice width: 8
```
